Why a 1s Hole Cannot Decay to the 2p⁻² ³P Term, part 2

A closed-shell atom that has lost one 1s electron (an even ²S state) fills the hole from 2p and ejects a second 2p electron. The ion is left with two 2p holes, 2p⁻², in the term ¹S, ¹D or ³P. With Coulomb forces alone, conservation of L, S and parity forbids ³P: this is the symmetry derivation, whose rule for allowed ion terms is Π_ion = (−1)^(L_ion). The orbital derivation, in first order of the repulsion, finds the same zero in the amplitude T. Hartree atomic units are used: ħ, the electron mass, the elementary charge and 4πε₀ are all 1.

Orbitals are P(r)/r times a spherical harmonic Y_lm. The removed pair has orbital angular momentum L with projection M; the free orbital ε, normalised per unit energy, has l and m. C(m₁m₂|LM) is the Clebsch–Gordan coefficient, Ω a direction, and r_< and r_> the smaller and larger of r₁ and r₂. Then

T = (√(4π)/3) R_l ∫ Y*_lm B_LM dΩ,

B_LM(Ω) = Σ C(m₁m₂|LM) Y_1m₁(Ω) Y_1m₂(Ω),

R_l = ∫∫ P_1s(r₁) P_2p(r₁) (r_</r_>²) P_εl(r₂) P_2p(r₂) dr₁ dr₂,

C(m₂m₁|LM) = (−1)^L C(m₁m₂|LM),

B_1M = −B_1M = 0.

The widths, summed over M and the partial waves, are

Γ(singlet) = 2π Σ |T|²,

Γ(triplet) = 3 × 2π Σ |T|².

For removed electrons with parallel spins and m = 1 and 0, and a free d wave, the direct and exchange terms are both 0.2582 R_d and cancel.

A uniform electric field F allows an amplitude a·(u × F), where the axial vector a describes the ³P ion and u is the direction of emission. A test on neon in the Gaussian basis cc-pVTZ summed |T|², including the spin factor 1 or 3, over unoccupied orbitals, without a field and in a control field of 51.4 MV/cm. These sums are not decay rates.

Z is the nuclear charge and J the total angular momentum.

### The allowed widths

For L = 2 take M = 2, where B₂₂ = Y₁₁² = (3/8π) sin²θ e^(2iφ). Since Y₂₂ = √(15/32π) sin²θ e^(2iφ), we have B₂₂ = b₂Y₂₂ with

b₂² = (9/64π²)(32π/15) = 3/(10π).

By rotational symmetry the same b₂ holds for all M. For L = 0 the coefficients are C(m,−m|00) = (−1)^(1−m)/√3, and Y_1,−m = (−1)^m Y*_1m. Therefore

B₀₀ = −(1/√3) Σ_m |Y_1m|² = −(1/√3)(3/4π) = −√3/(4π).

Dividing by Y₀₀ = 1/√(4π) gives b₀² = 3/(4π). The integral over Ω requires l = L and m = M, and |T|² = (4π/9) b_L² R_l². With R_s and R_d for the s and d waves,

Γ(¹D) = 2π × 5 × (2/15) R_d² = (4π/3) R_d²,

Γ(¹S) = 2π × (1/3) R_s² = (2π/3) R_s²,

Γ(³P) = 0.

The factor 5 counts the values of M. As a test, the strength Σ|T|² of the direct term was also computed with numerically integrated harmonics and R_l = 1. It came out as 0.333333, 0.000000 and 0.666667 for L = 0, 1 and 2, as the formulas require.

### Term energies of the final ion

Spin-orbit coupling mixes the terms, and the amount depends on how far apart they are. The separation comes from the quadrupole part of the repulsion inside the 2p shell, which is F² P₂(n₁·n₂). Here F² is no longer the square of a field but the usual name of a Slater integral, the radial integral with r_<²/r_>³ for two 2p densities, P₂ is the Legendre polynomial, and n₁ and n₂ are the unit vectors towards the two electrons. The monopole part is the same for all terms.

Use the real p orbitals √(3/4π) n_a with a = x, y, z, and write a pair state as a tensor t_bd. Let Q_ij = n_i n_j − δ_ij/3. Then P₂(n₁·n₂) = (3/2) Σ_ij Q_ij(1) Q_ij(2). The average of n_a n_b n_i n_j over directions is (δ_ab δ_ij + δ_ai δ_bj + δ_aj δ_bi)/15, so

⟨a|Q_ij|b⟩ = (1/5)(δ_ai δ_bj + δ_aj δ_bi) − (2/15) δ_ij δ_ab.

Multiplying two such elements and summing over i and j gives

⟨ac|P₂|bd⟩ = (3/25)(δ_ac δ_bd + δ_ad δ_bc) − (2/25) δ_ab δ_cd.

Acting on t, this yields

t_ac → (3/25)(δ_ac tr t + t_ca) − (2/25) t_ac.

For ¹S, t is the unit tensor and the factor is (3/25)(3 + 1) − 2/25 = 10/25. For ³P, t is antisymmetric and the factor is −3/25 − 2/25 = −5/25. For ¹D, t is symmetric and traceless, and the factor is 3/25 − 2/25 = 1/25.

These values hold for two electrons. For two holes, the repulsion operator is rewritten with the order of adding and removing electrons reversed. This reproduces the same two-body interaction, plus one-body terms. The latter are unchanged by rotations of space and spin, so within one shell they are constants. The separations are thus the same:

E(¹D) − E(³P) = 6F²/25, E(¹S) − E(³P) = 15F²/25.

### How spin-orbit coupling lends singlet character

Let the coupling be ζ Σ l·s over the 2p electrons. From 2 l·s = j² − l² − s², an electron with j = 3/2 contributes ζ/2 and one with j = 1/2 contributes −ζ. The full shell gives 4(ζ/2) − 2ζ = 0. Removing electrons therefore leaves minus the sum of their contributions:

both from j = 3/2: −ζ, with J = 0 or 2;

one from each: −ζ/2 + ζ = ζ/2, with J = 1 or 2;

both from j = 1/2: 2ζ, with J = 0.

In LS language, J = 2 contains ³P₂ and ¹D₂. A singlet has zero spin-orbit expectation value, because the spin of each electron averages to zero in it. The trace of the two-by-two matrix is −ζ + ζ/2 = −ζ/2, so this is the diagonal element of ³P₂. The determinant is −ζ²/2 and equals −V₂², where V₂ is the coupling between the two terms. For J = 0 the trace is −ζ + 2ζ = ζ and the determinant is −2ζ². Thus

V₂ = ζ/√2, V₀ = √2 ζ.

Adding the term separations, the distances between the uncoupled levels are

Δ₂ = 6F²/25 + ζ/2, Δ₀ = 15F²/25 − ζ.

With the energy measured from the uncoupled triplet level, the lower eigenvalue is λ = [Δ − √(Δ² + 4V²)]/2. The singlet weight w in this state is the rate at which λ follows the singlet energy, w = dλ/dΔ:

w = ½[1 − Δ/√(Δ² + 4V²)].

For V much smaller than Δ this becomes V²/Δ². If the decay is driven by the Coulomb repulsion alone and all 2p electrons share one radial function, the triplet part of the mixed state has no decay amplitude. In this model, with the free-electron energy held fixed,

Γ(³P₂) = w₂ Γ(¹D), Γ(³P₀) = w₀ Γ(¹S), Γ(³P₁) = 0.

The last result belongs to this model, in which 2p⁴ has no singlet with J = 1. Parity and total J would allow decay to ³P₁ with an s or d wave, so terms outside the model can feed it: spin-orbit mixing with other configurations, and the magnetic spin-orbit and spin-spin interaction between the two active electrons. For neon an estimate of the d-wave part gives a few times 10⁻⁶ of the ¹D width, almost all of it from the magnetic interaction. Spin-orbit coupling of the free electron alone does not do so in first order of the repulsion, because B_1M = 0 removes the amplitude for every free orbital.

### Neon in numbers

The bound orbitals are restricted Hartree–Fock orbitals of neutral neon. The free electron is given an energy of 800 eV, a rough value for this decay, and moves in the electrostatic potential of the doubly charged ion built from the same orbitals. Its s wave is made orthogonal to 1s and 2s. The spin-orbit constant is

ζ = (α²/2) ∫ P_2p² (Z − N(r))/r³ dr,

where α is the fine-structure constant and N(r) is the number of other electrons within r. The radial integrals are R_s = 0.00964 and R_d = 0.02465 Hartree^(1/2). With 1 Hartree = 27.21 eV,

Γ(¹D) = (4π/3)(0.02465)² Hartree = 69 meV,

Γ(¹S) = (2π/3)(0.00964)² Hartree = 5.3 meV.

Raising the electron energy by 5% lowers them to 64 and 4.9 meV.

For the mixing, F² = 11.64 eV and ζ = 64.1 meV. The ¹D and ¹S terms lie 2.79 and 6.98 eV above ³P. For J = 2, V₂ = 45.3 meV and Δ₂ = 2.82 eV, so w₂ = 2.6 × 10⁻⁴. For J = 0, V₀ = 91 meV and Δ₀ = 6.92 eV, so w₀ = 1.7 × 10⁻⁴. Hence

Γ(³P₂) = 18 μeV, Γ(³P₀) = 0.9 μeV.

The triplet takes 2.5 × 10⁻⁴ of all decays to 2p⁻². This share is an average of w₂ and w₀ weighted by the two singlet widths, so in this model it lies between 1.7 × 10⁻⁴ and 2.6 × 10⁻⁴ whatever R_s and R_d are. It does depend on the orbitals used for F² and ζ: orbitals calculated for the 2p⁴ ion instead of the neutral atom raise w₂ to 3.0 × 10⁻⁴ and w₀ to 2.0 × 10⁻⁴. The measured Ne²⁺ levels, with ¹D₂ about 3.2 eV and ¹S₀ about 6.9 eV above ³P₂, do not keep the ratio 2.5 between the two term distances; fitted with the same two-by-two matrices they give ζ ≈ 77 meV, w₂ ≈ 2.9 × 10⁻⁴ and w₀ ≈ 2.6 × 10⁻⁴. The model also omits terms of the same order in α as the mixing: the difference between the radial functions of 2p with j = 1/2 and j = 3/2, and the magnetic interaction between the two active electrons. These give the triplet an amplitude of its own, and an estimate with the neutral-atom orbitals lowers Γ(³P₂) by about 15%, mostly through the radial difference. The triplet share is therefore good to one digit, 2 to 3 × 10⁻⁴.

The absolute widths are less secure. The measured total width of the neon 1s hole is roughly 0.25 eV, and more than half of it belongs to 2p⁻². The calculated sum of 75 meV is therefore too small, by roughly a factor of two. The calculation leaves out the change of the orbitals once the 1s hole exists, correlation, and exchange between the free and bound electrons. How much each of these contributes to the difference was not tested. The sensitivity to the orbitals is large: taking the 2p function from the 2p⁴ ion, with everything else unchanged, raises the two widths to 122 and 9.7 meV.

### Heavier atoms and resist materials

The same treatment, again with orbitals of the neutral atom, gives the singlet weights in the triplet levels of other closed-shell atoms:

Mg: ζ = 0.18 eV, w₂ = 0.10%, w₀ = 0.07%.

Ar: ζ = 1.45 eV, w₂ = 1.5%, w₀ = 1.4%.

Zn: ζ = 15.3 eV, w₂ = 15%, w₀ = 29%.

With orbitals calculated for the ion, the magnesium weights become 0.12% and 0.08%.

For small ζ the ratio w₀/w₂ is 4/(2.5)² = 0.64, since V₀² is four times V₂² and Δ₀ is 2.5 times Δ₂. As ζ grows relative to F², Δ₀ shrinks and Δ₂ grows in units of F², which reverses the order by zinc. There V₀ = 21.6 eV exceeds Δ₀ = 20.1 eV, and the estimate V²/Δ² is useless. The zinc orbitals are non-relativistic, so its weights show the size of the effect and are not precise predictions.

Zinc occurs in some metal-containing resists, and for a zinc 1s hole the name ³P is a poor guide to what is dark. In oxygen, carbon and fluorine, the light elements of resists, the 2p shell forms the chemical bonds. L is then not a good quantum number, and the atomic ban cannot simply be carried over. The 51.4 MV/cm control on neon is a weak perturbation by comparison and does not measure the effect of a bond. Nor does the ban concern the primary step of exposure at 13.5 nm: such a photon carries roughly 90 eV, while a 1s hole takes roughly 290 eV in carbon and more in oxygen and fluorine. The ban in the form shown here matters where 1s holes are made, as in X-ray electron spectroscopy of closed-shell atoms. The same symmetry rule also covers other s holes, such as a 2s hole in argon that would decay to 3p⁻² ³P.

### What each derivation assumes

The symmetry derivation needs a Hamiltonian that commutes with L, S and parity, an initial state that is even ²S, and a final ion with one free electron. It needs neither orbitals nor the golden rule, and it covers correlated states. In return it gives no widths, and it cannot say how strongly a small perturbation opens the channel.

The orbital derivation assumes more: one configuration for each ion state, a common set of orthogonal orbitals, and decay in first order of the repulsion. For these extra assumptions it returns the widths of the allowed terms and locates the zero in one factor, B_1M. It also supplies the singlet amplitudes through which spin-orbit coupling makes the triplet visible.

The two meet in the exchange symmetry of the coupling coefficient. For two p functions of the same direction, the product is even under inversion, while a harmonic with L = 1 is odd. The product can therefore contain no L = 1 part, and this is the parity argument again, applied to the emitted electron. If the radial functions are poor but the three 2p orbitals still share one, the widths change and the zero stays. Orbitals that are not spherically symmetric as a set can give a small, spurious triplet amplitude. If L, S or parity ceases to be conserved, the zero as a whole is no longer protected, although a remaining symmetry can keep part of it. In the uniform field, a·(u × F) vanishes for a along F, and that component of the triplet stays dark. The numerical output follows.

Calculated quantities

```
ANGULAR PART (radial integral set to 1)
direct-term strength, pair L=0: 0.333333
direct-term strength, pair L=1: 0.000000
direct-term strength, pair L=2: 0.666667
parallel spins, m=1 and 0, to d wave: direct   0.258199
parallel spins, m=1 and 0, to d wave: exchange 0.258199
term gaps above 3P: 1D 0.2400 F2, 1S 0.6000 F2
GAUSSIAN-BASIS TEST, neon, cc-pVTZ (summed squares, Hartree^2)
2p2p triplet 2.9e-32, 2p2p singlets 2.8141e-02
2s2p triplet 1.7956e-02, 2s2p singlet 8.0096e-04
control field: 51.4 MV/cm
2p2p triplet/singlet ratio in field: 1.13e-05
triplet growth when field doubles: 4.000
NEON EXAMPLE
electron energy (rough input): 800 eV
electron wave number: 7.668 1/bohr
F2(2p,2p): 11.636 eV
spin-orbit constant zeta: 64.1 meV
1D above 3P: 2.793 eV
1S above 3P: 6.982 eV
R_s: 0.00964 Hartree^(1/2)
R_d: 0.02465 Hartree^(1/2)
LS width to 1D: 69.27 meV
LS width to 1S: 5.30 meV
LS width to 3P: 1.2e-28 meV
1D width at 5% higher energy: 64.37 meV
1S width at 5% higher energy: 4.87 meV
with spin-orbit coupling in the ion:
width to 3P2: 17.802 micro-eV
width to 3P1: 0.000 micro-eV
width to 3P0: 0.909 micro-eV
3P share of all 2p2p decay: 2.51e-04
SINGLET WEIGHT IN TRIPLET LEVELS (percent)
Ne: F2 11.64 eV, zeta 0.064 eV, 3P2 0.0257, 3P0 0.0171
Mg: F2 16.65 eV, zeta 0.182 eV, 3P2 0.0991, 3P0 0.0689
Ar: F2 30.99 eV, zeta 1.446 eV, 3P2 1.5001, 3P0 1.3648
Zn: F2 58.93 eV, zeta 15.302 eV, 3P2 14.5205, 3P0 28.9800
```
